\section*{Surface Roughness and the Doping Found from a Mott-Schottky Plot}

\section{A grooved wafer in an electrolyte}

An n-type silicon wafer with parallel grooves etched into its face stands in dilute aqueous hydrofluoric acid, which keeps the surface free of a thick oxide. The capacitance $C$ of the contact is measured at several electrode potentials, $1/C^2$ is plotted against potential, and the donor density is read from the slope. The calculation needs an area. The opening in the sample holder is known, so its area is used, although the grooved surface inside it is twice as large.

One may argue that this does little harm. Doping is a property of the bulk, the slope tells how fast the depletion layer grows with voltage, and roughness changes neither. Or one may expect a factor of two in the area to give a factor of two in the doping. The example below contradicts both arguments: the doping comes out four times too large.

\section{The relation used to read the plot}

The algebra is in atomic units, with $e=1$ and $4\pi\varepsilon_0=1$. The semiconductor has relative permittivity $\varepsilon$ and a uniform density $N$ of ionized donors. Let $w$ be the upward bending of the electron energy relative to the deep bulk, and $\theta=k_{\mathrm B}T$. With Boltzmann statistics the electron density is $Ne^{-w/\theta}$. Holes and surface states are left out, so the charge density is
\begin{equation}
\rho=N\left(1-e^{-w/\theta}\right).
\end{equation}
The electron has charge $-1$, so $w$ is minus the electrostatic potential. Poisson's equation therefore reads
\begin{equation}
\nabla^2 w=\frac{4\pi N}{\varepsilon}\left(1-e^{-w/\theta}\right).
\label{pb}
\end{equation}
The electrolyte is taken as an equipotential. Hence $w=U$ everywhere on the surface, where $U>0$ is the band bending, and $w\to0$ deep inside.

For a flat surface $w$ depends on the depth $z$ alone. Multiply \eqref{pb} by $w'$ and integrate from $z$ to the deep bulk, where $w$ and $w'$ vanish:
\begin{equation}
\frac12 (w')^2=\frac{4\pi N}{\varepsilon}\left(w-\theta+\theta e^{-w/\theta}\right).
\label{first}
\end{equation}
The constant $-\theta$ makes the right side vanish at $w=0$. The charge per area is
\begin{equation}
Q=\int_0^\infty\rho\,dz=\frac{\varepsilon}{4\pi}\int_0^\infty w''\,dz=-\frac{\varepsilon}{4\pi}w'(0),
\end{equation}
which is positive because $w$ falls with depth. Squaring, and inserting \eqref{first} at $w=U$, gives
\begin{equation}
Q^2=\frac{\varepsilon^2}{16\pi^2}\,\frac{8\pi N}{\varepsilon}\left(U-\theta+\theta e^{-U/\theta}\right)\simeq\frac{\varepsilon N}{2\pi}(U-\theta).
\label{q2}
\end{equation}
The exponential may be dropped when $U$ is many times $\theta$. In the example $U$ is at least $0.4$ eV and $\theta=0.0257$ eV, so it is of order $10^{-7}$. Writing $Q=NW$ defines the depletion width,
\begin{equation}
W^2=\frac{\varepsilon(U-\theta)}{2\pi N}.
\label{w}
\end{equation}
Differentiating \eqref{q2} gives $2Q\,dQ/dU=\varepsilon N/2\pi$, so the differential capacitance per area is
\begin{equation}
c=\frac{dQ}{dU}=\frac{\varepsilon N}{4\pi Q}=\frac{\varepsilon}{4\pi W}.
\label{c}
\end{equation}
A flat contact of area $A$ has $C=cA$, and with \eqref{w}
\begin{equation}
\frac1{C^2}=\frac{16\pi^2W^2}{\varepsilon^2A^2}=\frac{8\pi}{\varepsilon N A^2}(U-\theta).
\label{ms}
\end{equation}
This is the Mott-Schottky relation. If the slope of $1/C^2$ against $U$ is $S$, the doping is $N=8\pi/(\varepsilon S A^2)$. In engineering units $\varepsilon/4\pi$ becomes $\varepsilon\varepsilon_0$ and the charge $e$ is restored, so that $N=2/(e\varepsilon\varepsilon_0SA^2)$.

\section{The counter-example}

The grooved surface has the profile $y=a\cos(2\pi x/p)$, with pitch $p=10\ \mu$m. Its true area divided by its projected, or geometric, area is
\begin{equation}
r=\frac1p\int_0^p\sqrt{1+g^2\sin^2\frac{2\pi x}{p}}\;dx,\qquad g=\frac{2\pi a}{p}.
\end{equation}
The value $r=2$ requires $g=2.60$, hence $a=4.14\ \mu$m. The other parameters are $\varepsilon=11.7$, $N=1.00\times10^{17}$ cm$^{-3}$ and $T=298.15$ K.

The capacitance of this electrode was found by solving \eqref{pb} numerically in two dimensions below the grooved surface. No shape of the depletion layer was assumed. When $U$ rises slightly, $w$ changes by $\psi\,dU$, and differentiating \eqref{pb} with respect to $U$ gives
\begin{equation}
\nabla^2\psi=\frac{4\pi N}{\varepsilon\theta}e^{-w/\theta}\psi,
\end{equation}
with $\psi=1$ on the surface and $\psi=0$ deep inside. The flux of $-(\varepsilon/4\pi)\nabla\psi$ into the semiconductor is $dQ/dU$, the capacitance. Per geometric area the solution gives
\begin{align}
U=0.4\ \text{eV}:&\quad C/A_{\rm g}=0.29775\ \mu\text{F/cm}^2,\\
U=0.6\ \text{eV}:&\quad C/A_{\rm g}=0.24036\ \mu\text{F/cm}^2.
\end{align}

Now treat these values as a measurement and use the geometric area. The inverse squares are $11.280$ and $17.309$ in units of $(\mu\text{F/cm}^2)^{-2}$. They differ by $6.029$ over $0.2$ V, so
\begin{equation}
SA_{\rm g}^2=30.15\ (\mu\text{F/cm}^2)^{-2}\,\text{V}^{-1}=3.015\times10^{13}\ \text{cm}^4\,\text{F}^{-2}\,\text{V}^{-1}.
\end{equation}
With $e\varepsilon\varepsilon_0=1.660\times10^{-31}$ C\,F/cm the apparent doping is
\begin{equation}
N_{\rm app}=\frac{2}{(1.660\times10^{-31})(3.015\times10^{13})}\ \text{cm}^{-3}=4.00\times10^{17}\ \text{cm}^{-3}.
\end{equation}
The crystal contains $1.00\times10^{17}$ cm$^{-3}$. A flat surface of the same crystal, solved in the same way, has $0.14890$ and $0.12021\ \mu$F/cm$^2$ at the two voltages, and its slope returns $1.00\times10^{17}$ cm$^{-3}$. The roughness has doubled the capacitance and quadrupled the apparent doping.

\section{The general statement and its proof}

Let a rough surface have true area $A_{\rm t}$ and geometric area $A_{\rm g}$, with $r=A_{\rm t}/A_{\rm g}$. Suppose that the depletion layer is thin compared with the radii of curvature of the surface, and that layers from opposite walls of a ridge do not meet. Then, to leading order in the ratio of $W$ to the radius of curvature,
\begin{equation}
N_{\rm app}=r^2N .
\label{main}
\end{equation}

The proof begins with one patch of surface. Take a grooved surface, let $n$ be the depth along the inward normal and $\kappa$ the curvature, positive where the semiconductor bulges outward. A strip parallel to the surface at depth $n$ is shorter than the surface strip by the factor $1-\kappa n$. The normal part of the Laplacian is therefore
\begin{equation}
\frac{1}{1-\kappa n}\frac{\partial}{\partial n}\left[(1-\kappa n)\frac{\partial w}{\partial n}\right]=\frac{\partial^2w}{\partial n^2}-\frac{\kappa}{1-\kappa n}\frac{\partial w}{\partial n}.
\end{equation}
Since $w$ changes over the distance $W$, the second term is smaller than the first by a factor of order $\kappa W$. The boundary value $U$ is the same all along the surface, so $w$ varies along it only through the curvature, and the derivatives along the surface are small as well. What remains is the flat problem. On a surface curved in two directions the same estimate holds with the sum of the two principal curvatures. Every patch $dA$ thus has the capacitance $c\,dA$ with $c$ from \eqref{c}.

All patches share the same voltage, so their charges add:
\begin{equation}
C=\int c\,dA=\frac{\varepsilon A_{\rm t}}{4\pi W},\qquad
\frac1{C^2}=\frac{8\pi}{\varepsilon NA_{\rm t}^2}(U-\theta).
\label{rough}
\end{equation}
The measured slope is $S=8\pi/(\varepsilon NA_{\rm t}^2)$. Reading it with the geometric area gives
\begin{equation}
N_{\rm app}=\frac{8\pi}{\varepsilon SA_{\rm g}^2}
=\frac{8\pi}{\varepsilon A_{\rm g}^2}\,\frac{\varepsilon NA_{\rm t}^2}{8\pi}
=N\left(\frac{A_{\rm t}}{A_{\rm g}}\right)^2,
\end{equation}
which is \eqref{main}. For $r=2$ the factor is four. A sinusoidal surface of the same pitch with $r=1.5$ should give $2.25$, and the two-dimensional solution gives $2.248$. This second case distinguishes the square from other laws that also happen to give four at $r=2$, such as $2r$.

The square has a simple physical reading. Someone who believes the surface to be flat infers from \eqref{c} the width
\begin{equation}
W_{\rm app}=\frac{\varepsilon A_{\rm g}}{4\pi C}=\frac{W}{r}.
\end{equation}
At $0.4$ eV the width from \eqref{w} is $69.6$ nm and the inferred one is $34.8$ nm. The charge per geometric area is also misjudged, since it is $r$ times the charge per true area. A charge $r$ times as large in a layer $r$ times as thin means a density $r^2$ times as large. The product $NW^2$, which fixes the band bending, is the same in both descriptions. The voltage therefore gives no hint that one of them is wrong.

\section{What the plot does not reveal}

The area multiplies the whole right side of \eqref{rough}, so the line crosses zero at $U=\theta$ for any area. The grooved surface gives the intercept $0.0258$ V and the flat one $0.0257$ V. If $V_{\rm fb}$ is the electrode potential at which the bands are flat, and all further potential falls in the semiconductor, then $V=V_{\rm fb}+U$, and the intercept on the potential axis is $V_{\rm fb}+\theta/e$. A correct flat-band potential is thus no evidence that the area was right. Nor is a straight plot, because \eqref{rough} is as straight as \eqref{ms}. Both statements rest on \eqref{rough}, which describes a layer that is thin and follows the surface. When $W$ is comparable with the relief the plot bends and the intercept moves: for the same groove shape with a pitch of $300$ nm it lies near $0.19$ V. For relief much finer than $W$ the plot is straight again and the intercept returns toward $\theta$; at a pitch of $30$ nm it is about $0.027$ V. The intercept recovers more slowly than the slope: it is still about $0.10$ V at $150$ nm and $0.05$ V at $100$ nm, where the plot is nearly straight and the apparent doping lies within about five and one per cent of the true value.

The ions at the electrolyte side form a Helmholtz layer in series with the depletion layer. Its capacitance per true area, $c_{\rm H}$, is taken as constant. The total voltage measured from flat band is now $V'=U+Q/c_{\rm H}$. With $Q=NW$ and \eqref{w},
\begin{equation}
V'-\theta=\frac{2\pi NW^2}{\varepsilon}+\frac{NW}{c_{\rm H}} .
\label{vh}
\end{equation}
The series capacitance per true area, $c_{\rm s}$, obeys
\begin{align}
\frac1{c_{\rm s}^2}&=\left(\frac{4\pi W}{\varepsilon}+\frac1{c_{\rm H}}\right)^2
=\frac{16\pi^2W^2}{\varepsilon^2}+\frac{8\pi W}{\varepsilon c_{\rm H}}+\frac1{c_{\rm H}^2}\nonumber\\
&=\frac{8\pi}{\varepsilon N}(V'-\theta)+\frac1{c_{\rm H}^2}.
\end{align}
The last line follows on multiplying \eqref{vh} by $8\pi/(\varepsilon N)$. The slope is unchanged, and so is the factor $r^2$. The intercept moves by $-\varepsilon N/(8\pi c_{\rm H}^2)$, which is $-0.083$ mV for a rough typical $c_{\rm H}$ of $10\ \mu$F/cm$^2$. The Helmholtz layer neither causes nor hides the fourfold error. Hydrofluoric acid is a weak acid, so a diffuse ionic layer lies in series as well. A rough estimate for a flat surface and $0.01$ to $1$ mol/L, with the diffuse layer carrying only the countercharge of $Q$, changes the slope by less than $0.1$ per cent and brings the total intercept shift to between $-0.4$ and $-0.14$ mV.

\section{When the layer is wider than the relief}

The factor $r^2$ belongs to layers that follow the surface. Consider the opposite case, a depletion layer reaching far below fine grooves. The ridges are then completely depleted, and the inner edge of the layer is a plane at some depth $D$ below the groove bottoms. Treat this edge as sharp.

A small rise of $U$ uncovers new donors at the edge only, so
\begin{equation}
dQ_{\rm tot}=NA_{\rm g}\,dD .
\label{dq}
\end{equation}
Between surface and edge the response $\psi$ obeys Laplace's equation, because no electrons are left there to respond. Below the grooves its periodic part is a sum of terms that decay at least as fast as $e^{-2\pi z/p}$. When $D$ is much larger than $p$, what arrives at the edge is a uniform field, as if it came from a flat plate at a fixed height $z_0$ set by the groove shape. With $\ell=D+z_0$,
\begin{equation}
C=\frac{\varepsilon A_{\rm g}}{4\pi\ell}.
\label{wide}
\end{equation}
Since $C=dQ_{\rm tot}/dU$ and $dD=d\ell$, equations \eqref{dq} and \eqref{wide} give
\begin{equation}
NA_{\rm g}\frac{d\ell}{dU}=\frac{\varepsilon A_{\rm g}}{4\pi\ell}
\quad\Longrightarrow\quad
\ell^2=\frac{\varepsilon U}{2\pi N}+\text{const}.
\end{equation}
Therefore
\begin{equation}
\frac1{C^2}=\frac{16\pi^2\ell^2}{\varepsilon^2A_{\rm g}^2}=\frac{8\pi U}{\varepsilon NA_{\rm g}^2}+\text{const}.
\end{equation}
The slope now contains the geometric area, and $N_{\rm app}=N$ although the true area is still twice as large. Dividing by $r^2$ would give a quarter of the true doping.

The two-dimensional solution covers both limits. In the following values the groove shape ($r=2$), the doping and the two voltages are held fixed, and the pitch alone varies, with the amplitude in proportion. The flat-surface width runs from $70$ to $86$ nm between the two voltages. The donors are treated as a uniform charge throughout; their mean spacing at this doping is about $22$ nm, so the smallest pitches describe the continuum model, at best an average over donor positions. The last digit of these ratios, and of the capacitances and the intercept quoted for the grooved example, is uncertain by about one unit from the discretization.

\begin{center}
\begin{tabular}{rc}
Pitch (nm) & $N_{\rm app}/N$\\
10000 & 3.997\\
3000 & 3.961\\
1000 & 3.595\\
300 & 1.304\\
100 & 0.989\\
30 & 1.000
\end{tabular}
\end{center}

The radius of curvature at a crest is $p^2/(4\pi^2a)=p/(2\pi g)$, or $612$ nm for the $10\ \mu$m pitch and $184$ nm for $3\ \mu$m. In the second case $W$ is already more than a third of the radius, yet the factor is only one per cent below four. The reason is a cancellation. To first order the capacitance of a patch is changed in proportion to $\kappa W$. The integral of $\kappa$ along one period is the total turning of the tangent, which is zero. What crests lose, groove bottoms gain. The argument holds for grooves with a smooth periodic profile whose radii of curvature are large compared with $W$. It fails at sharp corners: for V-shaped grooves with walls at $54.7^\circ$, where $r^2=3$, the crests lose more than the valleys gain, and the ratio is about $2.93$ at $10\ \mu$m pitch and $2.78$ at $3\ \mu$m. Nor does it cover every surface curved in two directions.

At intermediate pitch no fixed area describes the plot. Define an effective area by $C=\varepsilon A_{\rm eff}/(4\pi W)$, with $W$ the flat-surface width, and let $u=U-\theta$. Then $1/C^2=8\pi u/(\varepsilon NA_{\rm eff}^2)$. Differentiating with respect to $u$, and comparing with $8\pi/(\varepsilon N_{\rm app}A_{\rm g}^2)$, gives
\begin{equation}
\frac{N_{\rm app}}{N}=\frac{(A_{\rm eff}/A_{\rm g})^2}{1-2\,d\ln A_{\rm eff}/d\ln u}.
\end{equation}
If the effective area shrinks as the ridges fill, the denominator exceeds one and the apparent doping lies below the squared area ratio. It may even fall below $N$. The $100$ nm pitch is such a case. There $A_{\rm eff}/A_{\rm g}$ falls from about $1.029$ to $1.017$ between the two voltages, so that $d\ln A_{\rm eff}/d\ln u\approx-0.03$, and the formula gives about $0.99$, in line with the tabulated $0.989$. Between the tabulated pitches the dip is deeper, with a ratio of about $0.94$ at $200$ nm. The intermediate entries also depend on the voltage window: at $300$ nm the ratio is about $1.41$ between $0.4$ and $0.5$ eV and $1.21$ between $0.5$ and $0.6$ eV.

\section{The model beside real electrodes}

The parameters are rough typical values for moderately doped silicon. The grooves, with walls as steep as $69^\circ$, were chosen to make $r=2$. Another relief is a (100) wafer fully covered with pyramids bounded by (111) faces. These faces make an angle $\alpha$ with the wafer plane for which $\cos\alpha=1/\sqrt3$, so $r=1/\cos\alpha=\sqrt3$, and \eqref{main} predicts a threefold overestimate if the pyramids are large compared with $W$. Their edges are sharp, and the layer differs from the flat one within a few $W$ of an edge. The resulting correction is of first order in $W$ over the pyramid size, and the losses at ridges outweigh the gains at valleys. Adding up the edge contributions, with the apex neglected, gives a rough factor of $2.9$ for a base of $10\ \mu$m and $2.6$ for a base of $3\ \mu$m at the doping and voltages used here. Several neglected effects are small at $0.6$ eV. With a rough intrinsic density of $10^{10}$ cm$^{-3}$, the equilibrium hole density at the surface is $1.4\times10^{-4}$ of the donor density. The peak field at a flat surface is $0.13$ MV/cm, against a rough breakdown field of $0.5$ MV/cm; on the $10\ \mu$m grooves, where $W$ over the radius is $0.14$, curvature lowers it at crests and raises it at groove bottoms by about five per cent. This estimate does not cover the sharp valleys between pyramids, where the field of an ideally sharp equipotential edge grows without bound and is limited only by rounding and by the Helmholtz layer. Surface states were left out without such an estimate. If they added the same ten per cent to $C$ at both voltages, the apparent doping would rise by a further factor $1.1^2=1.21$. A voltage-independent addition equal to ten per cent of $C$ at $0.5$ eV, as from about $8\times10^{10}$ responding states per cm$^2$ of true area and eV, does more: it raises the apparent doping by a factor of about $1.33$, bends the plot slightly, and moves the intercept to about $-0.02$ V. Doping that varies with depth would make the slope itself depend on voltage.

The correction $N=N_{\rm app}/r^2$ turns the apparent value of the example into $9.99\times10^{16}$ cm$^{-3}$. It requires a relief that is coarse on the scale of $W$, and an $r$ that counts this relief alone. An area measured by a method that also registers nanometre-scale roughness is too large for the purpose, as the $30$ nm case shows: there the area is doubled and the slope does not notice. The precision of $r$ matters too. Since $d\ln N=-2\,d\ln r$ at a given slope, an uncertainty of five per cent in the area becomes about ten per cent in the doping. The numerical output below lists the values of the main example, of the table and of the flat-surface estimates.

\section*{Calculated quantities}
\begin{verbatim}
Relative permittivity (rough input): 11.7
True donor density (input): 1.000e+17 cm^-3
Temperature (input): 298.15 K
kT/q: 0.0257 V
Debye length: 12.89 nm
True/geometric area ratio (input): 2.0
Groove pitch of example: 10.0 um
Groove amplitude a: 4.139 um
Maximum wall slope: 2.6006
Band bending 0.4 V:
  depletion width, formula: 69.57 nm
  C flat, 2D solver: 0.14890 uF/cm2
  C grooved per geometric area: 0.29775 uF/cm2
  width inferred with geometric area: 34.79 nm
Band bending 0.6 V:
  depletion width, formula: 86.18 nm
  C flat, 2D solver: 0.12021 uF/cm2
  C grooved per geometric area: 0.24036 uF/cm2
  width inferred with geometric area: 43.10 nm
Flat: doping from plot: 1.0000e+17 cm^-3
Flat: intercept: 0.0257 V
Grooved: apparent doping: 3.9971e+17 cm^-3
Grooved: doping with true area: 9.9928e+16 cm^-3
Grooved: intercept: 0.0258 V
Apparent/true doping at area ratio 2, by pitch:
  pitch  10000 nm: 3.997
  pitch   3000 nm: 3.961
  pitch   1000 nm: 3.595
  pitch    300 nm: 1.304
  pitch    100 nm: 0.989
  pitch     30 nm: 1.000
Apparent/true doping at area ratio 1.5, pitch 10000 nm: 2.248
Helmholtz capacitance (rough input): 10.0 uF/cm2
Helmholtz: relative change of doping: 6.6e-07
Helmholtz: intercept shift: -0.0834 mV
Other neglected effects at 0.6 V (ohmic delay at 0.4 V):
  surface holes / donors: 1.4e-04
  degeneracy correction to electron pressure: 1.3e-03
  peak field: 0.133 MV/cm
  breakdown field (rough input): 0.5 MV/cm
  interband tunnelling exponent: 272
  ohmic phase angle in grooves at 1 kHz: 1.5e-04 rad
\end{verbatim}
